# Enumerating distinct supercell configurations with Hermite and Smith forms

## A cell that can be counted by hand

The conventional cubic cell of the fcc lattice has four sites: the corner $(0,0,0)$ and the face centres $(0,\tfrac12,\tfrac12)$, $(\tfrac12,0,\tfrac12)$, $(\tfrac12,\tfrac12,0)$, in units of the cubic lattice parameter $a$. Each site carries atom A or B, and the pattern repeats with the cube. How many of the $2^4=16$ patterns differ by more than a symmetry operation?

The 48 point operations about the corner are 8 sign changes times 6 permutations of the axes. Modulo the cube, sign changes move no site, while the axis permutations permute the three face centres in all 6 ways. The 4 fcc translations that differ modulo the cube carry the corner to each site. Together the $4\times48=192$ operations produce all 24 permutations of the sites, each 8 times. Sorted by cycle lengths, their numbers are

| cycles | operations |
|---|---|
| 1,1,1,1 | 8 |
| 1,1,2 | 48 |
| 1,3 | 64 |
| 2,2 | 24 |
| 4 | 48 |

A pattern is unchanged by a permutation if each cycle carries a single species. With $x$ marking a B atom, a cycle of length $\ell$ contributes $1+x^\ell$. The average number of unchanged patterns, which will be shown to equal the number of classes, is

$$\tfrac1{192}\left[8(1+x)^4+48(1+x)^2(1+x^2)+64(1+x)(1+x^3)+24(1+x^2)^2+48(1+x^4)\right].$$

The coefficient of $x$ is $(32+96+64)/192=1$, and that of $x^2$ is $(48+96+48)/192=1$. The whole sum is $1+x+x^2+x^3+x^4$: one class per composition. The class with two B atoms consists of alternating (100) layers and already repeats with a two-site cell; the pure patterns repeat with one site. Two classes, A$_3$B and AB$_3$, really need four sites.

The scheme below does the same for any supercell.

## Setting and supercells

Let the columns of $A$ be primitive vectors of the parent lattice, with one active site per primitive cell at $A\mathbf x$, $\mathbf x\in\mathbb Z^3$. A point operation $R$ becomes the integer matrix $M=A^{-1}RA$, and these matrices form the group $P$. I assume that every map $\mathbf x\to M\mathbf x+\mathbf u$, with $M\in P$ and $\mathbf u\in\mathbb Z^3$, is a symmetry of the whole parent crystal, including any inactive atoms and magnetic order. A and B are not interchangeable.

A supercell is a sublattice $H\mathbb Z^3$, whose basis vectors are the columns of $H$; it holds $n=|\det H|$ sites. Adding an integer multiple of one column to another, swapping columns, or changing a column's sign changes the basis but not the lattice. Euclid's algorithm on the first row leaves $(a,0,0)$; on the second row of the last two columns it leaves $(c,0)$. Subtracting multiples of column 2 from column 1, and then of column 3 from both, gives

$$H=\begin{pmatrix}a&0&0\\ b&c&0\\ d&e&f\end{pmatrix},\qquad acf=n,\quad 0\le b<c,\quad 0\le d,e<f .$$

This Hermite form is unique. The lattice fixes $a$ as the smallest positive first coordinate of its vectors, $c$ as the smallest positive second coordinate among vectors with first coordinate zero, and $f$ likewise for the third. Two candidate second columns differ by a lattice vector $(0,0,e-e')$ with $|e-e'|<f$, so $e=e'$. Two first columns differ by $(0,b-b',d-d')$; since $|b-b'|<c$, first $b=b'$ and then $d=d'$.

There are $c$ choices of $b$ and $f^2$ of $(d,e)$. With $q=cf$, so that $cf^2=qf$, the number of supercells is

$$\sum_{acf=n}cf^2=\sum_{q|n}q\sum_{f|q}f .$$

For $n=4$ this is $1\cdot1+2\cdot3+4\cdot7=35$.

Supercells $H$ and $K$ are equivalent if some $M\in P$ gives $MH\mathbb Z^3=K\mathbb Z^3$. This holds if and only if $K^{-1}MH$ is an integer matrix: integrality means containment, and since the determinants have equal magnitude the matrix has determinant $\pm1$ and an integer inverse. Because $K^{-1}=\pm\mathrm{adj}(K)/n$, the test is free of rounding:

$$\mathrm{adj}(K)\,M\,H\equiv0\pmod n .$$

The operations with $K=H$ form the subgroup $P_H$. Operations that send $H$ to the same image form a coset of $P_H$, so $H$ has $|P|/|P_H|$ equivalent supercells, itself included.

For fcc with $n=2$, the 7 forms split into 4 and 3. The four are stackings of alternating planes along the four $\langle111\rangle$ axes, the three are those along the cube axes.

## Site labels and their permutations

Integer row and column operations bring $H$ to the Smith form

$$LHR=S=\mathrm{diag}(s_1,s_2,s_3),\qquad |\det L|=|\det R|=1,\quad s_1|s_2|s_3 .$$

```
smith(H):
  S = H;  L = identity
  for k = 1..3:
    repeat:
      move the smallest nonzero |entry| of the block
          S[k..3, k..3] to (k,k) by row and column swaps
      subtract multiples of row k and column k to reduce
          the other entries of column k and row k
      if one of those entries is nonzero: continue
      if S[k,k] divides the rest of the block: leave loop
      add to row k a row with an entry it does not divide
    make S[k,k] positive
  apply every row operation to L as well
```

The loop ends because any nonzero remainder is smaller in magnitude than the pivot and supplies a smaller pivot next time.

Label site $\mathbf x$ by $\mathbf g=L\mathbf x\bmod S$, the $i$th component being taken modulo $s_i$. If $\mathbf x=H\mathbf z$, then $L\mathbf x=LH\mathbf z=SR^{-1}\mathbf z$. As $\mathbf z$ runs through $\mathbb Z^3$, so does $R^{-1}\mathbf z$. Hence $\mathbf g=0$ if and only if $\mathbf x$ is a supercell vector, and two sites share a label if and only if they are periodic images. There are $s_1s_2s_3=n$ labels, which add as the group $\mathbb Z_{s_1}\times\mathbb Z_{s_2}\times\mathbb Z_{s_3}$.

Apply $\mathbf x\to M\mathbf x+\mathbf u$ and insert $\mathbf x=L^{-1}\mathbf g$:

$$\mathbf g\;\to\;LML^{-1}\mathbf g+\mathbf t\pmod S,\qquad \mathbf t=L\mathbf u\bmod S .$$

Replacing $\mathbf x$ by its image $\mathbf x+H\mathbf z$ adds $MH\mathbf z$ to the result. The map of labels is therefore well defined if and only if $MH\mathbf z$ is a supercell vector for every $\mathbf z$, that is, if $M\in P_H$. The pairs $(M,\mathbf t)$ form a group $\Gamma_H$ of order $n|P_H|$. Different pairs may give the same permutation, as in the opening example; all pairs are kept in the sums below.

## Orbits, multiplicities and the independent count

A configuration with $m$ minority sites is stored as an $n$-bit mask.

```
classes(H, m):
  G = site permutations for all M in P_H and all t
  seen = {}
  for each choice c of m sites out of n:
    if c in seen: continue
    orbit = set of images of c under G
    add orbit to seen
    output c, multiplicity |orbit|
```

The operations that carry $c$ to a given image form a coset of its stabilizer, so the multiplicity is $|\Gamma_H|/|\mathrm{Stab}(c)|$. Every configuration lies in one orbit, so the multiplicities sum to $\binom nm$.

To obtain the number of classes without listing them, count the pairs $(\gamma,c)$ with $\gamma c=c$ in two ways:

$$\sum_\gamma|\mathrm{Fix}(\gamma)|=\sum_c|\mathrm{Stab}(c)|=\sum_c\frac{|\Gamma_H|}{|\mathrm{orbit}(c)|}=|\Gamma_H|\times(\text{number of orbits}),$$

because the terms $1/|\mathrm{orbit}(c)|$ add up to 1 over each orbit. This is Burnside's lemma. Operations conserve composition, so it holds for each $m$ separately, and the cycle argument of the opening gives Polya's generating function

$$N_H(x)=\frac1{|\Gamma_H|}\sum_{\gamma\in\Gamma_H}\;\prod_{\text{cycles of }\gamma}\left(1+x^{\ell}\right).$$

The coefficient of $x^m$ must equal the number of classes listed. With more species, each factor becomes $\sum_k x_k^\ell$.

## When a cell class is a crystal class

Two $H$-periodic patterns may be the same crystal although no element of $\Gamma_H$ relates them. Suppose $c'=\gamma c$ for some parent operation with matrix $M$. If $\mathbf h$ is a period of $c$, then $M\mathbf h$ is a period of $c'$. If $H\mathbb Z^3$ is the full period lattice of both, then $MH\mathbb Z^3=H\mathbb Z^3$ and $M\in P_H$. For such patterns, called primitive here, cell classes and crystal classes coincide. They also coincide for all patterns if $P_H=P$.

Superperiodic patterns, which have further periods, can break the rule. Take the simple cubic cell $H=\mathrm{diag}(1,2,4)$. The pattern alternating along $y$ and the one alternating along $z$ both fit into it and are related by a quarter turn about $x$, but that turn does not preserve the cell. Here $P_H$ contains just the 8 sign changes, so $|\Gamma_H|=64$. The 64 pairs act as 16 permutations, each 4 times: a shift by one along $y$ or none, combined with the 8 symmetries of a ring of four sites along $z$. The fixed patterns number

- without the $y$ shift: $256+2\cdot4+16+2\cdot64+2\cdot16=440$;
- with it: $16+2\cdot4+16+2\cdot16+2\cdot16=104$.

In each line the terms belong to the identity, the two quarter turns of the ring, its half turn, the two reflections through sites and the two between sites. This gives $544/16=34$ cell classes. Classifying the same patterns on a periodic $4\times4\times4$ block under all parent operations gives 33 crystals. The excess of one is the layered crystal just described, and 21 of the classes are primitive.

A list of derivative structures, meaning all crystals whose smallest cell has $n$ sites, therefore follows from two rules: take one $H$ from each set of equivalent supercells, and keep a configuration if no nonzero translation $\mathbf t$ leaves it unchanged. Each crystal then appears once, since its period lattice can be rotated onto one representative.

The primitive classes have their own Burnside count. If a nonzero translation fixes a pattern, some multiple of it has prime order and fixes the pattern too. It thus suffices to exclude invariance under the translation subgroups of prime order, $U_1,\dots,U_r$. Inclusion-exclusion over sets $T$ of these subgroups gives

$$N_H^{\rm prim}=\frac1{|\Gamma_H|}\sum_\gamma\sum_T(-1)^{|T|}\,2^{\,\omega(\gamma,T)},$$

where $\omega(\gamma,T)$ is the number of site orbits under $\gamma$ and the members of $T$ together. Burnside's lemma applies because $\Gamma_H$ maps primitive patterns to primitive patterns.

## Binary fcc structures

| $n$ | supercells | inequivalent | primitive classes | primitive patterns |
|---|---|---|---|---|
| 1 | 1 | 1 | 2 | 2 |
| 2 | 7 | 2 | 2 | 14 |
| 3 | 13 | 3 | 6 | 78 |
| 4 | 35 | 7 | 19 | 392 |
| 5 | 31 | 5 | 28 | 930 |
| 6 | 91 | 10 | 80 | 4914 |
| 7 | 57 | 7 | 104 | 7182 |
| 8 | 155 | 20 | 390 | 36136 |

The last column counts distinct patterns on the infinite lattice. A class contributes $|P|/|P_H|$ times its orbit size in the cell, because each equivalent supercell holds equally many of its images.

This column can be reached without point symmetry. For prime $n$ the superperiodic patterns are the two pure ones, so each supercell holds $2^n-2$ primitive patterns; for $n=7$, $57\times126=7182$. For $n=4$, 7 supercells have the label group $\mathbb Z_2\times\mathbb Z_2$ and 28 have $\mathbb Z_4$. The first kind holds $16-3\cdot4+3\cdot2-2=8$ primitive patterns, the second $16-4=12$, and $7\cdot8+28\cdot12=392$.

The filter matters: for $n=8$ the 20 inequivalent cells have 544 cell classes in total, of which 390 are primitive.

## Vacancies in a 32-site cell

For the $2\times2\times2$ cubic fcc cell, with the $i$th primitive vector having zero $i$th component and $\tfrac12$ elsewhere,

$$H=\begin{pmatrix}2&0&0\\2&4&0\\2&0&4\end{pmatrix},\quad
L=\begin{pmatrix}1&0&0\\-1&1&0\\-1&0&1\end{pmatrix},\quad
LH=\begin{pmatrix}2&0&0\\0&4&0\\0&0&4\end{pmatrix}=S .$$

No column operation is needed, and the labels are $(x_1\bmod2,\;x_2-x_1\bmod4,\;x_3-x_1\bmod4)$. All 48 point operations preserve the cell, so $|\Gamma_H|=32\times48=1536$ and every cell class is a crystal class.

Two vacancies have $\binom{32}2=496$ arrangements in 5 classes. If a site has $z$ distinct partners at a given distance, the multiplicity is $32z/2$.

| shell | distance ($a$) | $z$ | multiplicity |
|---|---|---|---|
| 1 | 0.7071 | 12 | 192 |
| 2 | 1.0000 | 3 | 48 |
| 3 | 1.2247 | 12 | 192 |
| 4 | 1.4142 | 3 | 48 |
| 5 | 1.7321 | 1 | 16 |

The shells are numbered within this cell; the fifth is the sixth shell of the infinite lattice, whose fifth-shell sites are here periodic images of first neighbours. The infinite lattice has 6 second neighbours, but $(1,0,0)$ and $(-1,0,0)$ differ by the cell edge $2a$ and are one site here. In shells 2, 4 and 5 the separation $\mathbf d$ has integer components, so $2\mathbf d$ is a supercell vector and translation by $\mathbf d$ swaps the two vacancies. These three "pairs" are superperiodic: each is a single vacancy repeated in a 16-site cell. In shell 2 the vacancies form infinite rows with spacing $a$. An energy from such a cell is not that of an isolated pair. Even in shell 3, with separations such as $(1,\tfrac12,\tfrac12)$, each vacancy sees two equally distant images of its partner. In this cell only the first shell has a single nearest image.

Three vacancies have 4960 arrangements in 14 classes. Writing a class by the shells of its three distances, the multiplicities are

- 111: 256, 112: 384, 113: 768, 114: 192;
- 123: 384, 133: 768, 134: 768, 135: 384;
- 224: 96, 233: 384, 245: 96, 333: 256, 334: 192, 444: 32.

For vacancies placed at random, the mean number of nearest-neighbour pairs is the weighted average

$$\frac{3\cdot256+2(384+768+192)+(384+768+768+384)}{4960}=\frac{5760}{4960}=1.161 .$$

A direct argument agrees: each of the 3 pairs is a nearest-neighbour pair with probability $12/31$, and $3\times12/31=1.161$. Giving all classes equal weight yields $(3+2\cdot3+4)/14=0.929$, which is 20% below the correct mean. If vibrational and electronic free energies are neglected or equal for all classes, the weight of class $i$ in this cell at temperature $T$ is $g_i\exp(-E_i/k_BT)$, with $g_i$ its multiplicity in the cell. For a cell with $P_H\ne P$, the number of distinct patterns on the infinite lattice cannot in general replace $g_i$. For primitive classes it is larger by the common factor $|P|/|P_H|$, but for superperiodic classes the factor can be smaller, because one pattern may fit into several equivalent supercells. The relative weights are then wrong at any composition where classes with different factors occur together. Here $P_H=P$, and the two numbers coincide.

Four vacancies have 35960 arrangements in 71 classes. Since no orbit exceeds $|\Gamma_H|$, there must be at least $35960/1536\approx23.4$; the actual number is three times larger because many arrangements have nontrivial stabilizers. Over all compositions Polya's sum gives 2912042 classes, 4% above $2^{32}/1536\approx2796203$, the contribution of the identity alone. Symmetric patterns are thus a small correction in the full count, though not at low vacancy number.

## Cost and numerical stability

Finding the cycles of all permutations takes of order $n|\Gamma_H|$ steps. Multiplying out Polya's products takes at most of order $n^2$ per cycle type. The enumeration visits $\binom nm$ masks, generates $|\Gamma_H|$ images per class and stores all masks. Before listing, $\binom nm$ therefore shows the memory needed, and Polya's sum gives the number of classes and hence of images. Memory can be traded for time by keeping a mask only if it is the smallest in its orbit; then only the classes are stored, but up to $|\Gamma_H|$ images are needed for every mask. The primitive count has $2^r$ terms per operation; the label group $\mathbb Z_2^3$ has $r=7$, hence 128 terms.

After $P$ is known, all arithmetic can be done on integers, without rounding error. Adjugates should come from cofactors or be rounded from a well-conditioned inverse, and masks must fit the integer type.

Floating-point numbers enter in finding $P$, through the condition $M^TGM=G$ with $G=A^TA$. Column $i$ of $M$ holds the coordinates of a vector of length $|\mathbf a_i|$, so $|M_{ji}|\le|\mathbf b_j||\mathbf a_i|$, where $\mathbf b_j\cdot\mathbf a_i=\delta_{ij}$. This makes the search finite, and small for compact primitive vectors. The tolerance applies to squared lengths: an error $\delta$ in a lattice vector $\mathbf a_i$ changes the entries $G_{ij}=\mathbf a_i\cdot\mathbf a_j$ by up to order $|\mathbf a_j|\delta$, so the longest lattice vector sets the scale, and the entries of $M$ can amplify the change. The tolerance must exceed this noise but stay below the change that a real distortion makes in the same condition.

## Failure modes

**An incomplete group passes the counting checks.** If operations are missing but the rest still form a group, the list and Polya's sum agree with each other, and the multiplicities still sum to $\binom nm$. The number of classes, however, can come out too large. The order of $P$ is separate evidence. So are, in the 32-site cell, the pair multiplicities $32z/2$ obtained from distances: a vacancy-pair shell split into two classes would reveal the fault. In other cells a shell may split even with the full group, because the cell has lower symmetry than the lattice or because inequivalent separations have equal length. The pair test does not catch every omission: pairs with separations $\mathbf d$ and $-\mathbf d$ differ by a translation, so a missing inversion splits no shell.

**Operations outside $P_H$.** They do not define a map of labels. Reducing their images modulo $S$ still returns numbers, so the integrality test must come first.

**Too much symmetry.** Inactive atoms, magnetic order or an applied strain may lower the parent symmetry. $P$ must then be reduced, or configurations with different energies may be merged. If inactive atoms or magnetic order also lengthen the period, some translations are lost as well; the true primitive cell then has several active sites, the case described below. A k-point mesh that breaks the symmetry has a different effect: equivalent configurations can acquire different computed energies until the mesh is converged.

**Several active sites per primitive cell.** The label must then include the site type, and operations may carry different shifts for different types. The label formulas above do not cover that case; Burnside's lemma and Polya's sum still hold once the site permutations are known.

**Relaxation.** The classes refer to ideal lattice sites. Two of them may relax to the same structure, which has to be detected afterwards.
